# Two Magnons in the Spin-1/2 Ferromagnetic Chain: Continuum and Bound State: a numerical check

```python
# Two magnons in the spin-1/2 ferromagnetic Heisenberg chain
#   H = -J sum_n (S_n . S_{n+1} - 1/4),  J > 0, each bond counted once.
# Result under test: for total momentum K != 0 (phase per lattice spacing,
# -pi < K <= pi) there is one bound state, E_B = (J/2)(1 - cos K), lying
# below the two-magnon continuum by J (1 - c)^2, where c = cos(K/2).
# At K = 0 the bound state is absent and E_B touches the continuum edge.
# r = distance between the two flipped spins, q = relative momentum.
# Tests use J = 1; the worked example uses eV and angstrom.
from itertools import combinations
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh_tridiagonal
from scipy.sparse import coo_matrix


def magnon_energy(k):
    return 1.0 - np.cos(k)


def bound_energy(K):
    return 0.5 * (1.0 - np.cos(K))


def continuum_edges(K):
    """Edges found by scanning the sum of two one-magnon energies."""
    q = np.linspace(-np.pi, np.pi, 2001)
    total = magnon_energy(K / 2 + q) + magnon_energy(K / 2 - q)
    return total.min(), total.max()


def ring_hamiltonian(sites, flips):
    """Sum over ring bonds of (1 - exchange)/2 for a fixed number of flips."""
    basis = list(combinations(range(sites), flips))
    index = {state: i for i, state in enumerate(basis)}
    rows, cols, values = [], [], []
    for i, state in enumerate(basis):
        for left in range(sites):
            right = (left + 1) % sites
            if (left in state) != (right in state):
                old, new = (left, right) if left in state else (right, left)
                swapped = tuple(sorted(new if s == old else s for s in state))
                rows += [i, index[swapped]]
                cols += [i, i]
                values += [0.5, -0.5]
    size = len(basis)
    matrix = coo_matrix((values, (rows, cols)), shape=(size, size)).tocsr()
    return matrix, index


def relative_chain(K, length):
    """Diagonal and off-diagonal of the equation for the separation r."""
    diagonal = np.full(length, 2.0)
    diagonal[0] = 1.0
    return diagonal, np.full(length - 1, -np.cos(K / 2))


def solve_bound(K, length=4000):
    diagonal, hopping = relative_chain(K, length)
    energy, vector = eigh_tridiagonal(diagonal, hopping, select='i',
                                      select_range=(0, 0))
    return energy[0], vector[:, 0]


def scattering_state(K, q, r):
    return np.cos(K / 2) * np.sin(q * r) - np.sin(q * (r - 1))


# Exchange identity, from explicit spin matrices
sx = np.array([[0, 1], [1, 0]]) / 2
sy = np.array([[0, -1j], [1j, 0]]) / 2
sz = np.diag([0.5, -0.5])
spin_product = sum(np.kron(s, s) for s in (sx, sy, sz))
exchange = np.eye(4)[[0, 2, 1, 3]]
assert np.allclose(spin_product - np.eye(4) / 4, (exchange - np.eye(4)) / 2)

# One-magnon dispersion, from diagonalization of the ring
N = 101
one_flip, _ = ring_hamiltonian(N, 1)
allowed_k = 2 * np.pi * np.arange(N) / N
assert np.allclose(np.linalg.eigvalsh(one_flip.toarray()),
                   np.sort(magnon_energy(allowed_k)), atol=1e-11)

# Two flips on the ring, projected on total momentum
two_flip, pair_index = ring_hamiltonian(N, 2)
R = (N - 1) // 2
ring_levels = {}
for m in (0, 20, 25, 33, 50):
    K = 2 * np.pi * m / N
    projector = np.zeros((len(pair_index), R), dtype=complex)
    for r in range(1, R + 1):
        for n in range(N):
            pair = tuple(sorted((n, (n + r) % N)))
            phase = np.exp(1j * K * (n + r / 2))
            projector[pair_index[pair], r - 1] = phase / np.sqrt(N)
    block = projector.conj().T @ (two_flip @ projector)
    diagonal, hopping = relative_chain(K, R)
    expected = np.diag(diagonal) + np.diag(hopping, 1) + np.diag(hopping, -1)
    difference = np.abs(block - expected)
    difference[-1, -1] = 0.0  # the ring closes on itself at the largest r
    assert difference.max() < 1e-11
    levels, vectors = np.linalg.eigh(block)
    low, high = continuum_edges(K)
    # ring corrections fall off as c**N, below 1e-8 for the momenta used
    assert abs(levels[0] - bound_energy(K)) < 1e-8
    assert levels[1] > low - 1e-10 and levels[-1] < high + 1e-10
    if m == 0:
        assert abs(levels[0] - low) < 1e-10
        assert np.ptp(np.abs(vectors[:, 0])) < 1e-8
    else:
        assert levels[0] < low - 1e-3
    ring_levels[m] = levels[0]

# Bound state on a long relative chain, including small momentum
example_K = {'pi/3': np.pi / 3, 'pi/2': np.pi / 2,
             '2pi/3': 2 * np.pi / 3, 'pi': np.pi}
separation = np.arange(1, 4001)
numerical = {}
for K in [0.2, 0.5] + list(example_K.values()):
    c = np.cos(K / 2)
    energy, vector = solve_bound(K)
    low, high = continuum_edges(K)
    probability = vector**2 / np.sum(vector**2)
    mean_r = np.sum(separation * probability)
    assert abs(energy - bound_energy(K)) < 1e-11
    assert energy < low
    assert abs((low - energy) - (1 - c)**2) < 1e-11
    assert abs((low - energy) - 4 * np.sin(K / 4)**4) < 1e-11
    assert abs(vector[1] / vector[0] - c) < 1e-7
    assert abs(probability[0] - np.sin(K / 2)**2) < 1e-7
    assert abs(mean_r * np.sin(K / 2)**2 - 1) < 1e-6
    numerical[K] = (energy, low, high, probability[0], mean_r)
small_K_ratio = (numerical[0.2][1] - numerical[0.2][0]) / (0.2**4 / 64)
assert abs(small_K_ratio - 1) < 0.003  # next term is of relative order K^2

# Scattering states solve the relative equation; with the bound state
# they are complete, and at K = 0 they are complete by themselves
quadrature_q = (np.arange(4000) + 0.5) * np.pi / 4000
r_short = np.arange(1, 41)
completeness_error = 0.0
for K in (0.0, 0.5, np.pi / 2, 2.5, np.pi):
    c = np.cos(K / 2)
    diagonal, hopping = relative_chain(K, 40)
    chain = np.diag(diagonal) + np.diag(hopping, 1) + np.diag(hopping, -1)
    for q in (0.3, 1.1, 2.7):
        state = scattering_state(K, q, r_short)
        energy = magnon_energy(K / 2 + q) + magnon_energy(K / 2 - q)
        assert np.allclose((chain @ state)[:-1], energy * state[:-1],
                           atol=1e-12)
    r_few = np.arange(1, 7)
    states = scattering_state(K, quadrature_q[None, :], r_few[:, None])
    weight = (2 / 4000) / (1 + c**2 - 2 * c * np.cos(quadrature_q))
    total = (states * weight) @ states.T
    if K != 0.0:
        bound = solve_bound(K)[1][:6]
        total = total + np.outer(bound, bound)
    completeness_error = max(completeness_error,
                             np.abs(total - np.eye(6)).max())
assert completeness_error < 1e-7

# Worked example with round model parameters
J_eV = 0.010
spacing = 3.0
hartree_eV = physical_constants['Hartree energy in eV'][0]
print(f"exchange J = {J_eV:.3f} eV")
print(f"lattice spacing = {spacing:.1f} angstrom")
for name, K in example_K.items():
    energy, low, high, neighbour, mean_r = numerical[K]
    print(f"K = {name}: c = cos(K/2) = {abs(np.cos(K / 2)):.6f}")
    print(f"  bound energy, formula = {J_eV * bound_energy(K):.8f} eV")
    print(f"  bound energy, diagonalized = {J_eV * energy:.8f} eV")
    print(f"  continuum lower edge = {J_eV * low:.8f} eV")
    print(f"  continuum upper edge = {J_eV * high:.8f} eV")
    print(f"  gap below continuum = {J_eV * (low - energy):.8f} eV")
    print(f"  nearest-neighbour probability = {neighbour:.6f}")
    print(f"  mean separation = {spacing * mean_r:.4f} angstrom")
energy, low = numerical[np.pi / 2][:2]
print(f"K = pi/2 bound energy = {J_eV * energy / hartree_eV:.6e} hartree")
print(f"K = pi/2 gap = {J_eV * (low - energy) / hartree_eV:.6e} hartree")
print(f"gap / (J K^4/64) at K = 0.2: {small_K_ratio:.5f}")
ring_K = 2 * np.pi * 25 / N
print(f"ring: {N} sites, K = 2 pi 25/{N} = {ring_K:.6f} rad")
print(f"  ring lowest level = {J_eV * ring_levels[25]:.10f} eV")
print(f"  infinite-chain formula = {J_eV * bound_energy(ring_K):.10f} eV")
print(f"ring lowest level at K = 0: {abs(J_eV * ring_levels[0]):.10f} eV")
print(f"completeness, largest error below 1e-7: {completeness_error < 1e-7}")
print("tests ok")
```

Printed output:

```
exchange J = 0.010 eV
lattice spacing = 3.0 angstrom
K = pi/3: c = cos(K/2) = 0.866025
  bound energy, formula = 0.00250000 eV
  bound energy, diagonalized = 0.00250000 eV
  continuum lower edge = 0.00267949 eV
  continuum upper edge = 0.03732051 eV
  gap below continuum = 0.00017949 eV
  nearest-neighbour probability = 0.250000
  mean separation = 12.0000 angstrom
K = pi/2: c = cos(K/2) = 0.707107
  bound energy, formula = 0.00500000 eV
  bound energy, diagonalized = 0.00500000 eV
  continuum lower edge = 0.00585786 eV
  continuum upper edge = 0.03414214 eV
  gap below continuum = 0.00085786 eV
  nearest-neighbour probability = 0.500000
  mean separation = 6.0000 angstrom
K = 2pi/3: c = cos(K/2) = 0.500000
  bound energy, formula = 0.00750000 eV
  bound energy, diagonalized = 0.00750000 eV
  continuum lower edge = 0.01000000 eV
  continuum upper edge = 0.03000000 eV
  gap below continuum = 0.00250000 eV
  nearest-neighbour probability = 0.750000
  mean separation = 4.0000 angstrom
K = pi: c = cos(K/2) = 0.000000
  bound energy, formula = 0.01000000 eV
  bound energy, diagonalized = 0.01000000 eV
  continuum lower edge = 0.02000000 eV
  continuum upper edge = 0.02000000 eV
  gap below continuum = 0.01000000 eV
  nearest-neighbour probability = 1.000000
  mean separation = 3.0000 angstrom
K = pi/2 bound energy = 1.837466e-04 hartree
K = pi/2 gap = 3.152593e-05 hartree
gap / (J K^4/64) at K = 0.2: 0.99833
ring: 101 sites, K = 2 pi 25/101 = 1.555244 rad
  ring lowest level = 0.0049222409 eV
  infinite-chain formula = 0.0049222409 eV
ring lowest level at K = 0: 0.0000000000 eV
completeness, largest error below 1e-7: True
tests ok
```
